# Small-G errors of valence X-ray form factors from ultrasoft densities

## Problem

An ultrasoft pseudopotential represents the valence density by a smooth part plus augmentation charges near the nucleus. The augmentation charges may themselves be smoothed, or pseudized. How well does each density reproduce the X-ray form factor at small scattering vector $\mathbf G$?

Take non-interacting electrons in the potential $-Z/r$, with $Z=6$, core $1s^2$ and valence $2s^2\,2p_z^2$. Atomic units are used: lengths are in bohr and $G$ is in bohr$^{-1}$. The form factor, in electrons (e), is

$$F(\mathbf G)=\int n(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r ,$$

where $n$ is the number density of electrons, counted with a positive sign. A pseudized density is not guaranteed to be positive at every point. Three valence densities are compared.

1. **All-electron.** The radial functions are
$$R_s=\sqrt{\tfrac{Z^3}{2}}\left(1-\tfrac{Zr}{2}\right)e^{-Zr/2},\qquad R_p=\sqrt{\tfrac{Z^5}{24}}\;r\,e^{-Zr/2}.$$

2. **Smooth.** For $r<r_c=0.8$, each $R_i$ is replaced by $\tilde R_i=r^l(a_0+a_1r^2+a_2r^4+a_3r^6)$. The four coefficients follow from matching the value and the first three derivatives at $r_c$. The norm is not conserved.

3. **Smooth plus pseudized augmentation.** The augmentation function of one electron is $Q_i=R_i^2-\tilde R_i^2$, which vanishes beyond $r_c$. For $r<r_{\rm in}=0.5$ it is replaced, separately for each multipole $L$ of the density, by $\hat Q_i^L=r^L(c_0+c_1r^2+c_2r^4+c_3r^6)$. Three conditions match the value and two derivatives at $r_{\rm in}$. The fourth keeps the multipole moment:
$$\int_0^{r_{\rm in}} r^{L+2}\,\hat Q_i^L\,dr=\int_0^{r_{\rm in}} r^{L+2}\,Q_i\,dr .$$

The atom is in the reference state of its pseudopotential, with one projector per channel, normalized so that $\langle\beta_i|\tilde\phi_i\rangle=1$. Each augmentation function then enters with the occupation of its orbital, and the smooth density plus the unpseudized $Q_i$ is the all-electron valence density. In another environment the projections change, and this identity has to be examined anew.

Find the power of $G$ at which each form factor first deviates from the all-electron valence form factor, and the coefficient of that power. What changes if $\int r^4Q_i\,dr$ is also kept for $L=0$, with one more polynomial coefficient? And where does the all-electron valence density itself fail?

## First estimate by scaling

A wave of small $G$ sees a small region through its moments. If a charge $q$ is missing from the region, the error is about $-q$, independent of $G$ as long as $G$ times the size of the region is small. If the charge is present but misplaced over a distance $r_{\rm in}$, the first surviving term of $\sin(Gr)/(Gr)=1-(Gr)^2/6+(Gr)^4/120-\dots$ suggests an error of size $q(Gr_{\rm in})^2/6$. Keeping the second moment as well suggests $q(Gr_{\rm in})^4/120$.

The input is the augmentation charge $\int r^2Q_i\,dr$. Quadrature gives 0.00106 e per $2s$ electron and 0.07067 e per $2p$ electron, so

$$q=2(0.00106)+2(0.07067)=0.1435\ \text{e}.$$

The estimated magnitudes are therefore

- smooth density: $0.14$ e at order $G^0$;
- pseudized augmentation: $0.1435\times0.25/6=6.0\times10^{-3}$ e bohr$^2$ at order $G^2$;
- extra moment kept: $0.1435\times0.0625/120=7.5\times10^{-5}$ e bohr$^4$ at order $G^4$.

The second error would overtake the first at $Gr_{\rm in}=\sqrt6$, that is at $G\approx4.9$. The estimate gives no sign for the $G^2$ and $G^4$ terms and ignores the shape of the $p$ orbital.

## Exact solution

### Separating the angles

Since $|Y_{10}|^2=3\cos^2\theta/4\pi=(1+2P_2(\cos\theta))/4\pi$, the all-electron valence density is

$$n=\frac{w_0(r)+2P_2(\cos\theta)\,w_2(r)}{4\pi},\qquad w_0=2R_s^2+2R_p^2,\quad w_2=2R_p^2 .$$

The other two densities have the same form with their own $w_0$ and $w_2$. Insert the plane-wave expansion

$$e^{-i\mathbf G\cdot\mathbf r}=\sum_L(2L+1)(-i)^Lj_L(Gr)\,P_L(\hat{\mathbf G}\cdot\hat{\mathbf r})$$

and use

$$\int P_L(\hat{\mathbf z}\cdot\hat{\mathbf r})\,P_{L'}(\hat{\mathbf G}\cdot\hat{\mathbf r})\,d\Omega=\frac{4\pi}{2L+1}\,\delta_{LL'}\,P_L(\cos\theta_G),$$

where $\theta_G$ is the angle between $\mathbf G$ and the $z$ axis. The factors $2L+1$ and $4\pi$ cancel, and $(-i)^2=-1$, so

$$F(\mathbf G)=f_0(G)-2P_2(\cos\theta_G)\,f_2(G),\qquad f_L(G)=\int_0^\infty r^2\,w_L(r)\,j_L(Gr)\,dr .$$

### The all-electron reference

Let $D=Z^2+G^2$. The integral

$$\int_0^\infty r^n e^{-Zr}e^{iGr}dr=\frac{n!}{(Z-iG)^{n+1}}=\frac{n!\,(Z+iG)^{n+1}}{D^{n+1}}$$

has imaginary parts $S_n=\int r^ne^{-Zr}\sin(Gr)\,dr$:

$$S_1=\frac{2ZG}{D^2},\qquad S_2=\frac{2G(3Z^2-G^2)}{D^3},\qquad S_3=\frac{24ZG(Z^2-G^2)}{D^4}.$$

For $n=2$ its real part is $C_2=\int r^2e^{-Zr}\cos(Gr)\,dr=2Z(Z^2-3G^2)/D^3$.

Put $x=G/Z$ and $y=1+x^2$, so that $D=Z^2y$. With $j_0(Gr)=\sin(Gr)/(Gr)$ and $R_s^2=\frac{Z^3}{2}(1-Zr+\frac{Z^2r^2}{4})e^{-Zr}$, one $2s$ electron gives

$$\frac{Z^3}{2G}\left(S_1-ZS_2+\frac{Z^2}{4}S_3\right)=\frac1{y^2}-\frac{3-x^2}{y^3}+\frac{3(1-x^2)}{y^4}=\frac{1-3x^2+2x^4}{y^4}.$$

The last numerator is $(1+x^2)^2-(3-x^2)(1+x^2)+3-3x^2$, multiplied out.

One $2p$ electron gives, for $L=0$,

$$\frac{Z^5}{24G}\,S_3=\frac{1-x^2}{y^4}.$$

For $L=2$, use $j_2(t)=(3/t^3-1/t)\sin t-3\cos t/t^2$:

$$\int_0^\infty r^4e^{-Zr}j_2(Gr)\,dr=\frac{3S_1}{G^3}-\frac{S_3}{G}-\frac{3C_2}{G^2}.$$

The first and third terms combine to

$$\frac{6Z}{G^2D^3}\left[D-(Z^2-3G^2)\right]=\frac{24Z}{D^3}.$$

Subtracting $S_3/G$ leaves

$$\frac{24Z\,[D-(Z^2-G^2)]}{D^4}=\frac{48ZG^2}{D^4}.$$

Multiplication by $Z^5/24$ gives $2x^2/y^4$. With two electrons in each orbital,

$$F_{\rm AE}=\frac{2(1-3x^2+2x^4)+2(1-x^2)-8P_2x^2}{y^4}=\frac{4\left[(1-x^2)^2-2P_2(\cos\theta_G)\,x^2\right]}{(1+x^2)^4}.$$

At $G=2$ along $z$, $x^2=1/9$ and $P_2=1$. The numerator is $4(0.7901-0.2222)=2.2716$, the denominator is $(10/9)^4=1.5242$, and $F_{\rm AE}=1.490$ e.

### Expanding the error

Let $\delta w_L$ be an approximate $w_L$ minus the all-electron one. It vanishes beyond $r_c$, so the Bessel functions may be expanded under the integral. For $L=0$ the series is the one quoted above. For $L=2$, the expansions of sine and cosine in $j_2$ give

- order $t^{-2}$: $3-3=0$;
- order $t^0$: $-\frac12-1+\frac32=0$;
- order $t^2$: $\frac{3}{120}+\frac16-\frac{3}{24}=\frac1{15}$;
- order $t^4$: $-\frac{3}{5040}-\frac1{120}+\frac{3}{720}=-\frac1{210}$.

Therefore

$$\delta f_0=\int r^2\delta w_0\,dr-\frac{G^2}{6}\int r^4\delta w_0\,dr+\frac{G^4}{120}\int r^6\delta w_0\,dr-\dots$$

$$\delta f_2=\frac{G^2}{15}\int r^4\delta w_2\,dr-\frac{G^4}{210}\int r^6\delta w_2\,dr+\dots$$

The order of the first deviation is set by the first moment that does not vanish. An accidental zero would raise it, so the coefficients must be computed.

**Smooth density.** Here $\delta w_0=-2Q_s-2Q_p$, and the first term is minus the missing charge:

$$\delta F=-0.1435\ \text{e}+O(G^2).$$

The deviation starts at $G^0$. The anisotropic part $f_2$ starts to deviate at $G^2$, with coefficient $-1.43\times10^{-3}$ e bohr$^2$.

**Pseudized augmentation.** For $L=0$ the kept moment is $\int r^2Q_i\,dr$, so the $G^0$ term vanishes. For $L=2$ it is $\int r^4Q_p\,dr$, which is the moment multiplying $G^2$ in $\delta f_2$; that part therefore starts at $G^4$. What remains at order $G^2$ comes from $L=0$:

$$\delta F=-\frac{G^2}{6}\int r^4\delta w_0\,dr+O(G^4)=-7.40\times10^{-4}\,G^2+O(G^4),$$

with the coefficient in e bohr$^2$, or $-2.07\times10^{-4}$ e Å$^2$. The deviation starts at $G^2$ and is isotropic at that order, although the atom is not. The negative sign means $\int r^4\delta w_0\,dr>0$: pseudization has moved charge outward on balance.

**Extra moment.** Keeping $\int r^4Q_i\,dr$ for $L=0$ removes this term. The deviation then starts at $G^4$, where both multipoles contribute: $-1.319\times10^{-6}$ in $\delta f_0$ and $-2.07\times10^{-7}$ in $\delta f_2$, in e bohr$^4$. With $\delta F=\delta f_0-2P_2\,\delta f_2$, the coefficient along $z$ ($P_2=1$) is

$$(-1.319+0.414)\times10^{-6}=-0.905\times10^{-6},$$

and perpendicular to $z$ ($P_2=-\tfrac12$) it is $(-1.319-0.207)\times10^{-6}=-1.526\times10^{-6}$. The leading error now depends on direction. The extra condition has a cost in real space. This density dips below zero, to about $-0.05$ e bohr$^{-3}$ near $r=0.36$ in the nodal plane of $p_z$, whereas the density with one kept moment stays positive here.

**All-electron valence density.** It is the reference, so it has no deviation from the valence form factor at any order. X-rays, however, scatter from the core as well. With $R_{1s}^2=4Z^3e^{-2Zr}$, and $S_1$ taken with $Z$ replaced by $2Z$, each core electron contributes

$$\frac{4Z^3}{G}\,\frac{4ZG}{(4Z^2+G^2)^2}=\frac{1}{(1+x^2/4)^2}.$$

Measured against the whole atom, the all-electron valence density thus deviates at $G^0$, by $-2$ e. At $G=4$ along $z$ the core gives 1.620 e and the valence $-0.533$ e, so a valence form factor cannot be set against a total one without adding the core.

## Comparison of estimate and solution

The scaling argument finds the orders $G^0$, $G^2$ and $G^4$ correctly. Its magnitudes do less well:

| density | estimate | exact magnitude | ratio |
|---|---|---|---|
| smooth, $G^0$ | 0.14 | 0.14 | 1 |
| pseudized, $G^2$ | $6.0\times10^{-3}$ | $7.4\times10^{-4}$ | 8 |
| extra moment, $G^4$ ($L=0$) | $7.5\times10^{-5}$ | $1.3\times10^{-6}$ | 57 |

The first row agrees by construction, because the charge was the input. In the others the estimate treats the misplaced charge as if it were all of $q$, had one sign and sat at $r_{\rm in}$. It cannot have one sign: if $\int r^2\delta w_0\,dr=0$, then $\delta w_0$ changes sign at least once. If $\int r^4\delta w_0\,dr=0$ too, it changes sign at least twice. A single change at $r_0$ would give $(r^2-r_0^2)\,\delta w_0$ one sign throughout, while its integral with weight $r^2$ is zero. The next moment is therefore a difference of positive and negative parts. This allows the coefficients to be small but does not fix their size. Here the cancellation is the smaller effect: replacing $\delta w_0$ by $|\delta w_0|$ raises the two magnitudes only to $9.5\times10^{-4}$ and $3.3\times10^{-6}$. Most of each ratio arises because the displaced charge $\tfrac12\int r^2|\delta w_0|\,dr$ is only 0.048 e (0.031 e with the extra moment) and lies well inside $r_{\rm in}$. The ratio of $q$ to $\int r^2|\delta w_0|\,dr$, which is twice the displaced charge, supplies factors of 1.5 and 2.3. The effective radii, 0.24 and 0.28 instead of 0.5, supply factors of 4.2 and 10, and cancellation supplies 1.3 and 2.5. The ratios depend on the choice of $r_{\rm in}$: they are about 30 and 280 at $r_{\rm in}=0.3$, and about 5 and 28 at $r_{\rm in}=0.7$.

The charge $q$ is also an imperfect measure of what is rearranged. At the node of $R_s$, $r=2/Z=1/3$, $Q_s=-\tilde R_s^2$ is negative, while its integral is slightly positive. The small $2s$ augmentation charge is thus a cancellation, not a sign that $Q_s$ is small.

The small-$G$ order need not rank the densities at large $G$. The errors relative to $F_{\rm AE}$ along $z$, in $10^{-3}$ e, are

| $G$ | smooth | pseudized | its $G^2$ term | extra moment |
|---|---|---|---|---|
| 2 | −128.5 | −2.9 | −3.0 | −0.01 |
| 4 | −91.7 | −10.6 | −11.8 | −0.2 |
| 8 | −23.8 | −29.9 | −47.4 | −2.6 |
| 12 | −15.2 | −37.3 | −106.6 | −8.3 |

At $G=4$ the leading term is still within about 12% of the pseudized error; at $G=8$, where $Gr_{\rm in}=4$, it has failed. There, along $z$, the augmented density is worse than the smooth density without augmentation. At $G=12$ it gives $-0.031$ e where the all-electron value is $+0.006$ e. This reversal depends on direction. Perpendicular to $z$ the smooth and pseudized errors, in $10^{-3}$ e, are $-128$ and $-32$ at $G=8$, and $-82$ and $-43$ at $G=12$, so at these two values the augmented density remains the better one. In that direction the reversal sets in later, between $G\approx18$ and $G\approx25$, and it is slight ($-21$ against $-23$ at $G=20$).

Along $z$ the two errors first cross at $G\approx7.6$, and they cross back at $G\approx21$. The estimated crossing at $G\approx4.9$ also falls between the tabulated points 4 and 8, but through two partly compensating faults. The estimate makes the $G^2$ coefficient eight times too large, and it holds the smooth error at 0.14 e when that error, along $z$, has fallen to 0.024 e at $G=8$. With the correct coefficient and a constant smooth error, the crossing would be put at $\sqrt{0.1435/(7.40\times10^{-4})}\approx14$, which is too high.

For these parameters, keeping the extra moment gives the smallest error of the three approximations at each $G$ in the table. Along $z$ the advantage is lost near $G\approx21$, where the three errors are nearly equal. The numerical check measures the orders from form factors at two small values of $G$ and compares the coefficients with the moment formulas.

## Numbers as computed

```
nuclear charge Z = 6; occupations 1s 2, 2s 2, 2p_z 2
cutoff radius = 0.8 bohr; inner radius = 0.5 bohr
augmentation charge per 2s electron = 0.001061 e
augmentation charge per 2p electron = 0.070667 e
total augmentation charge = 0.143456 e
orders measured between G = 0.1 and 0.2 1/bohr
smooth, L=0: measured order -0.0003, coefficient -1.43456e-01 e bohr^0
smooth, L=2: measured order 1.9994, coefficient -1.43101e-03 e bohr^2
pseudized augmentation, L=0: measured order 1.9997, coefficient -7.40165e-04 e bohr^2
pseudized augmentation, L=2: measured order 3.9997, coefficient -2.07075e-07 e bohr^4
extra r^2 moment kept, L=0: measured order 3.9998, coefficient -1.31908e-06 e bohr^4
augmented error / G^2 at G = 0.1, cos angle 0.0: -7.40118e-04 e bohr^2
augmented error / G^2 at G = 0.1, cos angle 0.6: -7.40116e-04 e bohr^2
augmented error / G^2 at G = 0.1, cos angle 1.0: -7.40112e-04 e bohr^2
leading augmented coefficient = -2.07267e-04 e angstrom^2
extra-moment G^4 coefficient of F, cos angle 0.0: -1.52616e-06 e bohr^4
extra-moment G^4 coefficient of F, cos angle 1.0: -9.04930e-07 e bohr^4
F along z in e; G in 1/bohr
G | AE valence | smooth | augmented | extra moment | core
 0.0 | 4.000000 | 3.856544 | 4.000000 | 4.000000 | 2.000000
 0.5 | 3.782902 | 3.640424 | 3.782717 | 3.782901 | 1.993074
 1.0 | 3.189241 | 3.049663 | 3.188507 | 3.189241 | 1.972509
 2.0 | 1.490400 | 1.361897 | 1.487522 | 1.490386 | 1.893353
 4.0 | -0.533175 | -0.624892 | -0.543740 | -0.533387 | 1.620000
 8.0 | -0.198236 | -0.222027 | -0.228120 | -0.200829 | 0.958580
12.0 | 0.006400 | -0.008765 | -0.030876 | -0.001920 | 0.500000
```
